# The Stoner instability: theorem, converse, and two model metals

Two model metals, with rough parameters suggested by the interconnect metals cobalt and ruthenium, have exchange parameters of 1.0 eV and 0.6 eV. The first is unstable without a moment and settles at 1.70 Bohr magnetons per atom. The second has no spontaneous moment, and its spin susceptibility is raised by a factor of only 1.57. To become unstable it would need an exchange parameter of 1.66 eV, more than twice the 0.75 eV that suffices in the first. The exchange parameter alone therefore does not decide the matter. In these two models what decides it is the product of the exchange parameter and the density of states at the Fermi level.

## Setting and assumptions

Let \(n_\uparrow\) and \(n_\downarrow\) be the numbers of electrons per atom of each spin, with

\[
n=n_\uparrow+n_\downarrow ,\qquad m=n_\uparrow-n_\downarrow .
\]

"Up" is the spin whose magnetic moment points along the positive axis. With \(g=2\), \(m\) is the moment in units of \(\mu_B\) per atom. The assumptions are:

1. The moment is uniform and collinear, and \(n\) is fixed.
2. Both spins have the same band shape; exchange only shifts the two bands rigidly.
3. The density of states \(N(E)\), per eV, atom and **single spin**, is positive and twice differentiable inside the band. Without an argument, \(N\) means \(N(E_F)\) in the unpolarised metal.
4. Interactions are treated in mean field, without spin-orbit coupling. The temperature is zero until stated otherwise.

## Lemma 1: exchange energy and splitting

*In mean field the part of the interaction energy that depends on \(m\) is \(-Im^2/4\) per atom, and the spin levels are split by \(\Delta=Im\).*

**Proof.** For one orbital with repulsion \(U\), write each occupation as its mean plus a fluctuation and drop the product of fluctuations. The interaction energy becomes

\[
U n_\uparrow n_\downarrow=\frac U4\left(n^2-m^2\right),
\]

so \(I=U\). For five equivalent, equally occupied d orbitals, let \(U\) act within an orbital, \(U'\) between orbitals, and let \(J\) be the Hund exchange. Each orbital holds \(n_\sigma/5\) electrons of spin \(\sigma\). There are 5 opposite-spin pairs in the same orbital, 20 opposite-spin pairs in different orbitals, and 10 pairs of different orbitals for each parallel spin. Exchange lowers the parallel pairs from \(U'\) to \(U'-J\). Hence

\[
E_{\rm int}=\frac{U+4U'}5\,n_\uparrow n_\downarrow
+\frac{2(U'-J)}5\left(n_\uparrow^2+n_\downarrow^2\right).
\]

Insert \(n_\uparrow n_\downarrow=(n^2-m^2)/4\) and \(n_\uparrow^2+n_\downarrow^2=(n^2+m^2)/2\). The coefficient of \(m^2\) is

\[
-\frac{U+4U'}{20}+\frac{U'-J}{5}=-\frac{U+4J}{20}\equiv-\frac I4,
\qquad I=\frac{U+4J}{5}.
\]

The inter-orbital repulsion \(U'\) has cancelled. A level shift is the derivative of the energy with respect to an occupation:

\[
\frac{\partial}{\partial n_{\uparrow,\downarrow}}
\left[-\frac I4(n_\uparrow-n_\downarrow)^2\right]=\mp\frac{Im}{2}.
\]

Terms in \(n\) alone shift both spins equally. The down level therefore lies \(\Delta=Im\) above the up level. ∎

## Lemma 2: the band energy of one spin

*Let \(K(\nu)\) be the lowest band energy of one spin holding \(\nu\) electrons, and \(\mu(\nu)\) its Fermi level. Then \(K'=\mu\) and \(K''=1/N(\mu)\).*

**Proof.** The definitions are

\[
\nu=\int^{\mu}N(E)\,dE,\qquad K=\int^{\mu}E\,N(E)\,dE .
\]

The first gives \(d\nu/d\mu=N(\mu)\), and the second gives \(dK/d\mu=\mu N(\mu)\). Their ratio is \(K'=\mu\). A further derivative gives \(K''=d\mu/d\nu=1/N\). ∎

Two more derivatives will be needed. Since \(d/d\nu=(1/N)\,d/dE\),

\[
K'''=-\frac{N'}{N^3},\qquad
K''''=\frac1N\left(-\frac{N''}{N^3}+\frac{3N'^2}{N^4}\right)
=\frac{3N'^2-NN''}{N^5},
\]

where primes on \(N\) denote energy derivatives.

## Theorem

*(a) The unpolarised state is unstable to a small uniform moment if*

\[
\boxed{\,I\,N(E_F)>1\,}
\]

*and locally stable if \(IN<1\). At \(IN=1\) the quadratic term vanishes and higher terms decide.*

*(b) If, in addition, \(3N'^2-NN''\ge0\) throughout the band, no uniform moment has lower energy than the unpolarised state when \(IN\le1\).*

**Proof of (a).** Put \(\nu_0=n/2\). The two spins hold \(\nu_0\pm m/2\) electrons, so

\[
E(m)=K\!\left(\nu_0+\frac m2\right)+K\!\left(\nu_0-\frac m2\right)-\frac{Im^2}{4}.
\]

Odd powers of \(m\) cancel in the sum. The quadratic band term is \(2\cdot\frac12K''(m/2)^2=K''m^2/4\), and the quartic one is \(2\cdot\frac1{24}K''''(m/2)^4=K''''m^4/192\). With Lemma 2,

\[
E(m)-E(0)=\frac14\left(\frac1N-I\right)m^2
+\frac{3N'^2-NN''}{192\,N^5}\,m^4+\dots
\]

(The quartic term assumes enough smoothness of \(N\); the quadratic one does not need it.) The first coefficient is negative when \(IN>1\) and positive when \(IN<1\). ∎

**Proof of (b).** Differentiating \(E(m)\) gives

\[
\frac{dE}{dm}=\frac12\left[D(m)-Im\right],\qquad
D(m)=\mu\!\left(\nu_0+\frac m2\right)-\mu\!\left(\nu_0-\frac m2\right).
\]

Here \(D\) is the splitting needed to hold the moment \(m\), and \(Im\) is the splitting that exchange supplies. Let \(q(\nu)=d\mu/d\nu=1/N\). Then

\[
D(m)=\int_0^{m/2}\left[q(\nu_0+s)+q(\nu_0-s)\right]ds .
\]

The condition in (b) says \(q''=K''''\ge0\), so \(q\) is convex and the bracket is at least \(2q(\nu_0)=2/N\). Thus \(D(m)\ge m/N\), and \(dE/dm\ge\frac m2(1/N-I)\ge0\) for every \(m>0\). ∎

**Remark: what the product compares.** For a small moment, transferring \(m/2\) electrons from down to up costs band energy \(m^2/(4N)\) to leading order, because the electrons must enter higher levels. A large \(N\) offers many levels close to \(E_F\) and makes the transfer cheap. Exchange returns \(Im^2/4\). If the density of states counts both spins, it equals \(2N\), and the required product exceeds 2 instead of 1.

## The same threshold from self-consistency

Impose a small splitting \(\Delta\). At fixed \(n\) the common chemical potential cannot shift at first order, because reversing \(\Delta\) exchanges the spins and leaves \(n\) unchanged. Each spin population then changes by \(\pm N\Delta/2\), which gives

\[
m=N\Delta .
\]

Inserting \(\Delta=Im\) shows that one mean-field iteration turns a small moment \(m\) into \(INm\). It grows if \(IN>1\).

This was tested on a simple cubic lattice with one orbital, 0.2 electrons per site and a thermal energy of 0.2 hopping units, with the thermal density of states defined below. From a moment of 0.001, 80 iterations multiplied it by 0.0165 at \(IN=0.95\) and by 46.0 at \(IN=1.05\) on converged \(k\)-meshes (\(48^3\) points and finer; a \(24^3\) mesh gives 47.1). The linear law predicts \(0.95^{80}=0.0165\) and \(1.05^{80}=49.6\). In the second run the moment reaches 0.046, a sizeable part of the self-consistent moment of about 0.12 per site, and adding the term cubic in \(\Delta\) to \(m=N\Delta\) reproduces the factor 46.0.

## Corollary: the susceptibility below threshold

A field \(B\) along the positive axis lowers up levels by \(\mu_BB\) and raises down levels by the same amount. The splitting is now \(\Delta=Im+2\mu_BB\), so

\[
m=N(Im+2\mu_BB)
\quad\Longrightarrow\quad
m=\frac{2N\mu_BB}{1-IN}.
\]

For \(I=0\) this is the Pauli response. Exchange multiplies it by \(1/(1-IN)\), which diverges as \(IN\to1\) from below. Above threshold the formula no longer describes a stable state.

## Why the criterion is not necessary in general

Condition (b) fails when \(E_F\) sits in a valley of the density of states. Take a half-filled band

\[
N(E)=\tfrac14(1+3E^2),\qquad |E|<1,
\]

with energies in units of the half-width. Here \(N(0)=1/4\), \(N'(0)=0\) and \(N''(0)>0\), so the quartic coefficient is negative. Place the two spin Fermi levels at \(\pm e\). The moment and the band-energy cost are

\[
m=2\int_0^eN\,dE=\frac{e+e^3}{2},\qquad
C=2\int_0^eE\,N\,dE=\frac{e^2}{4}+\frac{3e^4}{8}.
\]

The polarised state wins when \(Im^2/4>C\). Since \(N(0)=1/4\), this is

\[
I\,N(0)>\frac{C}{m^2}=\frac{1+\frac32e^2}{(1+e^2)^2}.
\]

The right side falls steadily from 1 at \(e=0\) to \(2.5/4=0.625\) at full polarisation. At \(IN=0.90\), where \(I=3.60\), a moment of 0.025 raises the energy by \(6.2\times10^{-5}\), yet full polarisation lowers it by \(0.900-0.625=0.275\). The unpolarised state is then metastable, and the moment appears by a jump.

## The two model metals

Each d band is a semi-ellipse of half-width \(W\) holding five electrons per spin:

\[
N(E)=\frac{10}{\pi W}\sqrt{1-x^2},\qquad x=\frac EW,
\]
\[
\nu=\frac52+\frac5\pi\left(x\sqrt{1-x^2}+\arcsin x\right).
\]

Since \(N''<0\) everywhere inside this band, part (b) applies, and \(IN>1\) is both necessary and sufficient for a uniform moment in this model.

**Cobalt-like case.** With \(W=2.0\) eV and 8.3 d electrons, \(\nu_0=4.15\) gives \(E_F=1.094\) eV, or \(x=0.547\). Then

\[
N=\frac{10}{2\pi}\sqrt{1-0.547^2}=1.33\ \text{eV}^{-1},\qquad
IN=1.0\times1.33=1.33 .
\]

The threshold is \(I=1/N=0.751\) eV, so a 25 % reduction of \(I\) would remove the instability. The quadratic energy coefficient is \(0.1876-0.2500=-0.0624\) eV, and the quartic one is \(+0.0021\) eV.

The small quartic term does not stop the growth before the up band is full, at \(m=10-8.3=1.70\). By convexity \(D(m)/m\) does not decrease with \(m\), and at the end it is \(1.492/1.70=0.88\) eV, still below \(I\). Hence \(dE/dm<0\) all the way. At the end point the stationarity condition \(D=Im\) is replaced by an inequality: exchange supplies 1.70 eV, while 1.49 eV is enough to fill the band. For \(I\) between 0.75 and 0.88 eV, other parameters held fixed, the moment would be partial.

The saturated state lies 0.153 eV per atom below the unpolarised one. The two-term expansion gives \(-0.06236(1.70)^2+0.002128(1.70)^4=-0.162\) eV, about 6 % too large in magnitude relative to the full result.

**Ruthenium-like case.** With \(W=5.0\) eV, 7.0 d electrons and \(I=0.6\) eV, \(E_F=1.598\) eV and \(N=0.603\) eV\(^{-1}\). Thus \(IN=0.362\), and the enhancement is \(1/(1-0.362)=1.57\). In 10 T the moment is \(1.09\times10^{-3}\,\mu_B\) per atom.

**Dependence on band width.** At fixed filling \(x\) is fixed, so \(N\propto1/W\). With \(I\) also held fixed, the threshold half-width is \(W\) times the present product: \(2.0\times1.33=2.7\) eV for the first model and \(5.0\times0.362=1.8\) eV for the second. The first band is narrower than its threshold and the second much wider.

## Temperature

At temperature \(T\) the free energy of one spin replaces \(K\). Its first derivative is still \(\mu\), and its second is \(1/N_T\), where

\[
N_T=\frac{\partial\nu}{\partial\mu}
=\int\left(-\frac{\partial f}{\partial E}\right)N(E)\,dE
\]

and \(f\) is the Fermi function. The local criterion becomes \(IN_T>1\).

For low \(T\) set \(s=\frac{\pi^2}{6}(k_BT)^2\). The Sommerfeld expansion changes \(\nu\) by \(sN'\) at fixed \(\mu\). To keep \(\nu\) constant, \(\mu\) must move by \(-sN'/N\). Adding the direct change \(sN''\) of the thermal average gives

\[
N_T\simeq N+s\left(N''-\frac{N'^2}{N}\right).
\]

In the cobalt-like model at 378 K, a warm operating temperature for a chip, \(N_T\) is 0.12 % below \(N\), which is negligible here. The product falls to 1 only at about 5500 K.

## The models beside real metals

Real cobalt is ferromagnetic, with a moment of roughly 1.6 to 1.7 \(\mu_B\) per atom, and bulk ruthenium is a paramagnet; the models agree with both. The agreement in moment carries little weight, since the chosen 1.7 d holes fix the saturated value. At fixed \(I\), the ruthenium-like density of states would have to be about 2.8 times larger to reach the threshold. The transition temperature is far from reality: 5500 K is 3.9 times cobalt's rough 1400 K. Mean field lets the moment disappear only by shrinking, whereas real moments can also lose their common direction. This omission and an exchange parameter that is too large can both raise the model's transition temperature; their shares were not computed here.

Other omissions can be sized for the cobalt-like case. The remaining 0.7 sp electrons, treated as free with a rough atomic volume of 0.011 nm³, have a density of states of 0.09 eV\(^{-1}\) per spin. They would add 0.09 to the product if they shared the same \(I\). A rough spin-orbit strength of 0.07 eV is 4 % of the splitting.

The assumed band shape affects the product through \(N\). A rectangular band with the same filling and the same rms width of 1 eV has \(N=5/(2\sqrt3)=1.44\) eV\(^{-1}\) instead of 1.33. Correlation affects the product through \(I\). Two holes that repel can avoid each other by scattering repeatedly into occupied levels. With a contact repulsion \(I\), successive scatterings form a geometric series:

\[
I_{\rm eff}=I-I^2G+I^3G^2-\dots=\frac{I}{1+IG},
\]
\[
G=\int^{E_F}\!\!\int^{E_F}\frac{\rho(E)\,\rho(E')}{2E_F-E-E'}\,dE\,dE',\qquad
\rho=\frac N5 .
\]

The denominator is the energy needed to move both holes from \(E_F\) to \(E\) and \(E'\). The two energies are taken as independent, so conservation of total momentum is ignored. For this band \(G=0.338\) eV\(^{-1}\), so \(I_{\rm eff}=1.0/1.338=0.747\) eV and the product drops from 1.33 to about 1.0. The closeness to the threshold has no meaning, because this estimate treats the five-orbital average \(I\) as one bare contact repulsion. By Lemma 1 the repulsions that scatter obey \(U+4J=5I\). For \(J=0\), \(U=5\) eV is reduced to \(U/(1+UG)\), so \(I_{\rm eff}=1.0/(1+5\times0.338)=0.37\) eV and the product is 0.50. The same series summed over all five orbitals with \(U'=U-2J\) and \(J=0.7\) eV gives 0.79. The size of the reduction thus depends strongly on how \(I\) is made up of \(U\) and \(J\). If the chosen 1.0 eV already includes this pair scattering, the reduction must not be applied again; screening alone does not include it. The estimate shows that the Stoner product is only as reliable as the \(I\) put into it.

Finally, the theorem compares uniform states only. A metal with \(IN<1\) may still order with a moment that alternates in space, and one with \(IN>1\) may prefer such order to ferromagnetism.

## Calculated quantities

```
N = states per eV, atom and single spin; m in mu_B per atom
Lattice test: moment factor after 80 steps, IN=0.95: 0.0165
Lattice test: moment factor after 80 steps, IN=1.05: 47.1
COBALT-LIKE MODEL (rough parameters)
Half-width: 2.0 eV; d electrons: 8.3; I: 1.0 eV
Fermi level from band centre: 1.094 eV
N(E_F): 1.332 /eV
Product I*N: 1.332
Product with both-spin density of states: 2.665
Threshold I = 1/N: 0.751 eV
Reduction of I that reaches threshold: 24.9 %
Band-energy coefficient of m^2: 0.1876 eV
Exchange coefficient of m^2: -0.2500 eV
Total coefficient of m^2: -0.0624 eV
Coefficient of m^4: 0.00213 eV
Ground-state moment (majority band full): 1.70 mu_B
Exchange splitting I*m: 1.70 eV
Splitting needed to fill majority band: 1.492 eV
Energy relative to paramagnet: -0.1527 eV per atom
RUTHENIUM-LIKE MODEL (rough parameters)
Half-width: 5.0 eV; d electrons: 7.0; I: 0.6 eV
Fermi level from band centre: 1.598 eV
N(E_F): 0.603 /eV
Product I*N: 0.362
Threshold I = 1/N: 1.658 eV
Susceptibility enhancement: 1.567
Moment in 10 T: 1.094e-03 mu_B per atom
VALLEY COUNTEREXAMPLE (energy unit: half-width)
I*N: 0.90; I: 3.60
Energy at m=0.0251: 6.203e-05
Energy at m=1.00: -0.2750
I*N where a finite moment first wins: 0.625
NEGLECTED EFFECTS, COBALT-LIKE MODEL
Temperature of use: 378 K
Thermal change of N at that temperature: -0.116 %
Stoner transition temperature: 5493 K
Rough real Curie temperature (input): 1400 K
Ratio Stoner/rough real: 3.9
sp electrons: 0.7; rough atomic volume: 0.011 nm3
Free-electron sp density of states: 0.090 /eV
Addition to I*N if sp shares the same I: 0.090
Rough spin-orbit strength (input): 0.07 eV
Spin-orbit strength / splitting: 0.041
Pair-scattering sum G: 0.338 /eV
I after pair scattering, if I were bare: 0.747 eV
I*N after pair scattering: 0.996
```
